# Multiple spawning: amplitude equations and the centroid approximation for matrix elements: test program

```python
# Multiple spawning in a moving Gaussian basis (atomic units, hbar = 1).
# chi_k = (2a/pi)^(1/4) exp[-a(x-R)^2 + iP(x-R) + ig],  Psi = sum c_k chi_k phi_{I_k}.
# Under test: S cdot = -i H c - Sdot c with Sdot_kl = <chi_k|d chi_l/dt>, and the zeroth-order
# rule V_kl ~ V(Rb) S_kl, H01_kl ~ -d(Rb) S_kl eta_kl / M, where A = a_k+a_l, Rb = real centroid,
# Rs = Rb + i(P_l-P_k)/(2A) = true saddle point, eta = <d/dx>/S, d = <phi_0|d phi_1/dx>;
# exact rule V_kl/S_kl = exp(d^2/dx^2/(4A)) V at Rs.
import numpy as np
from math import factorial
from scipy.constants import physical_constants as pc, m_u, m_e
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from numpy.polynomial import Chebyshev
from pyscf import gto, scf, mcscf, fci
from pyscf.data import elements
scf.hf.MUTE_CHKFILE = True
EV = pc['Hartree energy in eV'][0]
arr = np.array
def cf(z, f='.5e'): return f"{z.real:{f}} {z.imag:+{f}}i"

def gauss(y, R, P, g, a):
    u = y[None, :] - R[:, None]
    chi = (2*a[:, None]/np.pi)**0.25*np.exp(-a[:, None]*u**2 + 1j*P[:, None]*u + 1j*g[:, None])
    return chi, (-2*a[:, None]*u + 1j*P[:, None])*chi

def closed(R, P, g, a):   # rows: bra k, columns: ket l
    ak, al, Rk, Rl, Pk, Pl = a[:, None], a[None, :], R[:, None], R[None, :], P[:, None], P[None, :]
    A = ak + al; Rb = (ak*Rk + al*Rl)/A; Rs = Rb + 1j*(Pl - Pk)/(2*A)
    S = np.sqrt(2*np.sqrt(ak*al)/A)*np.exp(-ak*al*(Rl-Rk)**2/A - (Pl-Pk)**2/(4*A)
        + 1j*(Pl*(Rb-Rl) - Pk*(Rb-Rk) + g[None, :] - g[:, None]))
    eta = (2*ak*al*(Rl-Rk) + 1j*(ak*Pl + al*Pk))/A
    return S, eta, Rb, Rs, -0.5*S*(eta**2 - 2*ak*al/A)

# ---- two-state model, mass 1: V = x^2/2 + [[kap x, cpl],[cpl, -kap x]] ----
kap = cpl = 0.4
rho = lambda y: np.sqrt(kap**2*y**2 + cpl**2)
Ead = lambda y, s: y**2/2 + (2*s-1)*rho(y)
dEad = lambda y, s: y + (2*s-1)*kap**2*y/rho(y)
nac = lambda y: -cpl*kap/(2*rho(y)**2)
dnac = lambda y: cpl*kap**3*y/rho(y)**4
N = 256; dx = 0.125; x = (np.arange(N) - N/2)*dx
ph = np.arctan2(cpl, kap*x)/2
U = arr([[-np.sin(ph), np.cos(ph)], [np.cos(ph), np.sin(ph)]])   # adiabatic, diabatic, x
kk = 2*np.pi*np.fft.fftfreq(N, dx)
Tg = np.fft.ifft(kk[:, None]**2/2*np.fft.fft(np.eye(N), axis=0), axis=0).real
Hg = np.block([[Tg + np.diag(x**2/2 + kap*x), cpl*np.eye(N)],
               [cpl*np.eye(N), Tg + np.diag(x**2/2 - kap*x)]])
def basis(R, P, g, a, st):   # basis functions as diabatic grid vectors
    return (U[st]*gauss(x, R, P, g, a)[0][:, None, :]).reshape(len(R), 2*N)

def mats(R, P, g, a, st, v, mode='exact'):
    S0, eta, Rb, Rs, T = closed(R, P, g, a)
    same = st[:, None] == st[None, :]; sg = st[None, :] - st[:, None]
    Sd = S0*((2*a*v[0] + 1j*v[1])[None, :]*(Rs - R[None, :]) + 1j*(v[2] - P*v[0])[None, :])
    if mode == 'exact':
        chi, dchi = gauss(x, R, P, g, a); bra = chi.conj()*dx
        V = (bra*(Ead(x[None, :], st[:, None]) + nac(x)**2/2)) @ chi.T
        C = bra @ (nac(x)*dchi + 0.5*dnac(x)*chi).T
    else:
        V = S0*Ead(Rb, st[:, None]); C = S0*eta*nac(Rb)
        if mode == 'spa0+D': C = C + 0.5*S0*dnac(Rb)
    return np.where(same, S0, 0), np.where(same, Sd, 0), np.where(same, T+V, 0) - sg*C

# ---- snapshot: unequal widths, arbitrary basis velocities ----
R = arr([-1.0, 0.3, 1.2, -0.6, 0.5, 1.5]); P = arr([1.0, -0.5, 2.0, 0.7, 1.6, -1.1])
g = arr([0.1, 0.5, -0.3, 0.9, 0.2, -0.7]); a = arr([0.5, 0.8, 0.6, 0.9, 0.45, 0.7])
st = arr([0, 0, 0, 1, 1, 1]); eps = 1e-4
v = arr([[0.9, -0.4, 1.7, 0.8, 1.2, -1.0], [0.6, -0.2, -0.9, 1.1, -0.8, -1.3], [0.3, -0.5, 0.2, 0.4, -0.1, 0.6]])
c = arr([0.5+0.2j, -0.3+0.4j, 0.2-0.1j, 0.4, 0.1+0.5j, 0.0])
S, Sd, H = mats(R, P, g, a, st, v)
b = basis(R, P, g, a, st)
bp, bm = [basis(R+e*v[0], P+e*v[1], g+e*v[2], a, st) for e in (eps, -eps)]
bd = (bp - bm)/(2*eps)
assert abs(b.conj() @ b.T*dx - S).max() < 1e-11
assert abs(b.conj() @ bd.T*dx - Sd).max() < 1e-6          # finite-difference error ~ eps^2
assert abs(b.conj() @ Hg @ b.T*dx - H).max() < 1e-8       # tests T, d, D terms together
dS = (bp.conj() @ bp.T - bm.conj() @ bm.T)*dx/(2*eps)
assert abs(dS - Sd - Sd.conj().T).max() < 1e-6 and abs(dS - Sd).max() > 0.1
chi, dchi = gauss(x, R, P, g, a); S0, eta, Rb, Rs, T = closed(R, P, g, a)
assert abs(chi.conj() @ dchi.T*dx - S0*eta).max() < 1e-11
dm, dm1 = [(chi.conj()*f) @ chi.T*dx for f in (nac(x), nac(x)*x)]
Hc = -(eta*dm + (a[:, None] - a[None, :])*(dm1 - Rs*dm))
assert abs(Hc[:3, 3:] - (b.conj() @ Hg @ b.T*dx)[:3, 3:]).max() < 1e-8
cd = np.linalg.solve(S, -1j*H @ c - Sd @ c)
psi = c @ b; pp = (c+eps*cd) @ bp; pm = (c-eps*cd) @ bm
res = 1j*(pp - pm)/(2*eps) - Hg @ psi; rn = np.sqrt(np.vdot(res, res).real*dx)
assert abs(b.conj() @ res*dx).max() < 1e-5 and rn > 1e-2
cd5 = np.linalg.solve(S[:5, :5], (-1j*H @ c - Sd @ c)[:5])  # before spawning function 6
res5 = 1j*(cd5 @ b[:5] + c @ bd) - Hg @ psi; rn5 = np.sqrt(np.vdot(res5, res5).real*dx)
assert rn < rn5 - 1e-6
pop0 = lambda p: np.sum(abs((U[0]*p.reshape(2, N)).sum(0))**2)*dx
rate_fd = (pop0(pp) - pop0(pm))/(2*eps); rate = 2*np.vdot(c[:3], H[:3, 3:] @ c[3:]).imag
assert abs(rate - rate_fd) < 1e-5 and abs(rate) > 1e-3
en = lambda p: np.vdot(p, Hg @ p).real*dx
w = c @ bd; Qw = w - np.linalg.solve(S, b.conj() @ w*dx) @ b
dE = 2*np.vdot(Hg @ psi, Qw).real*dx
assert abs(dE - (en(pp) - en(pm))/(2*eps)) < 1e-5 and abs(dE) > 1e-4
nrate = {}
for mode in ('spa0', 'spa0+D'):
    Hm = mats(R, P, g, a, st, v, mode)[2]; cm = np.linalg.solve(S, -1j*Hm @ c - Sd @ c)
    q1, q2 = (c+eps*cm) @ bp, (c-eps*cm) @ bm
    nrate[mode] = (np.vdot(q1, q1) - np.vdot(q2, q2)).real*dx/(2*eps)
assert abs(nrate['spa0']) < 1e-5 and abs(nrate['spa0+D']) > 1e-4
print(f"model: M = 1, kappa = {kap}, c = {cpl} (au)")
print(f"snapshot residual norm before, after spawning = {rn5:.4f}, {rn:.4f} au")
print(f"snapshot dn0/dt formula, grid = {rate:.6f}, {rate_fd:.6f} au; dE/dt = {dE:.5f} au")
print(f"snapshot d(norm)/dt SPA0, SPA0 plus d'/2 = {nrate['spa0']:.1e}, {nrate['spa0+D']:.5f} au")

# ---- exact saddle rule and error orders ----
def weight(R2, P2, a2, n=1201):
    A = a2.sum(); y = (a2 @ R2)/A + np.linspace(-9, 9, n)/np.sqrt(A)
    ch = gauss(y, R2, P2, np.zeros(2), a2)[0]; wt = ch[0].conj()*ch[1]
    return y, wt/wt.sum(), A, closed(R2, P2, np.zeros(2), a2)[3][0, 1]
y1, w1, A1, s1 = weight(arr([0.2, 0.9]), arr([1.0, -0.8]), arr([1.3, 0.7]), 401)
y2, w2, A2, s2 = weight(arr([-0.4, 0.1]), arr([0.3, 2.0]), arr([2.0, 1.1]), 401)
assert abs(w1 @ np.exp(-0.9*y1) - np.exp(-0.9*s1 + 0.81/(4*A1))) < 1e-10
z = s1 + 2*s2; var = 1/(2*A1) + 4/(2*A2)
assert abs(w1 @ (y1[:, None] + 2*y2[None, :])**3 @ w2 - (z**3 + 3*z*var)) < 1e-9
er = []; xb = 0.7
for A in (200.0, 800.0):
    row = []
    for s in (0.5, 0.0):   # A*delta^2 = s^2 is held fixed
        y, wt, _, rs = weight(arr([xb, xb]), arr([0.0, 2*s*np.sqrt(A)]), arr([A/2, A/2]))
        ex = wt @ Ead(y, 0); row += [ex - Ead(xb, 0), ex - Ead(rs, 0)]
    er.append(row)
order = np.log(abs(arr(er[0]))/abs(arr(er[1])))/np.log(4)
assert abs(order[:3] - arr([0.5, 1, 1])).max() < 0.03
V2 = (dEad(xb+1e-4, 0) - dEad(xb-1e-4, 0))/2e-4
assert abs(er[1][0]/(1j*0.5/np.sqrt(800)*dEad(xb, 0)) - 1) < 0.03   # next order ~ A^(-1/2)
assert abs(er[1][1]*3200/V2 - 1) < 0.03
print(f"error order in 1/A: SPA0 {order[0]:.3f}, complex saddle {order[1]:.3f}, SPA0 equal P {order[2]:.3f}")

# ---- dynamics against exact propagation ----
x0, p0, sp, Tf, ns = -2.0, 2.0, 1.8, 1.5, 600
ev, evec = eigh(Hg)
psi0 = basis(arr([x0]), arr([p0]), arr([0.0]), arr([0.5]), arr([1]))[0]
psix = evec @ (np.exp(-1j*ev*Tf)*(evec.T @ psi0))
def propagate(n, half_dS=False):
    o = sp*(np.arange(n) - (n-1)/2); X, Y = np.meshgrid(o, o); m = 2*n*n
    s = np.repeat([0, 1], n*n); al = np.full(m, 0.5)
    def rhs(t, q): return np.r_[q[m:2*m], -dEad(q[:m], s), q[m:2*m]**2/2 - Ead(q[:m], s)]
    q0 = np.r_[np.tile(x0+X.ravel(), 2), np.tile(p0+Y.ravel(), 2), np.zeros(m)]
    tr = solve_ivp(rhs, (0, Tf), q0, 'DOP853', np.linspace(0, Tf, 2*ns+1), rtol=1e-11, atol=1e-12).y.T
    def gen(q):
        Sm, Sq, Hm = mats(q[:m], q[m:2*m], q[2*m:], al, s, rhs(0, q).reshape(3, m))
        if half_dS: Sq = 0.5*(Sq + Sq.conj().T)
        return np.linalg.solve(Sm, -1j*Hm - Sq)
    cc = np.zeros(m, complex); cc[n*n + n*n//2] = 1; h = Tf/ns; G0 = gen(tr[0])
    for j in range(ns):
        G1, G2 = gen(tr[2*j+1]), gen(tr[2*j+2])
        k1 = G0 @ cc; k2 = G1 @ (cc+h/2*k1); k3 = G1 @ (cc+h/2*k2); k4 = G2 @ (cc+h*k3)
        cc = cc + h/6*(k1+2*k2+2*k3+k4); G0 = G2
    q = tr[-1]; p = cc @ basis(q[:m], q[m:2*m], q[2*m:], al, s)
    return np.vdot(p-psix, p-psix).real*dx, np.vdot(p, p).real*dx - 1, pop0(p)
print(f"dynamics: x0 = {x0}, p0 = {p0}, alpha = 0.5, lattice spacing {sp}, t = {Tf} au")
print(f"exact lower-state population = {pop0(psix):.5f}")
out = {n: propagate(n) for n in (1, 3, 5)}; bad = propagate(3, True)
for n, o in out.items():
    print(f"{n*n:2d} per state: |dPsi|^2 = {o[0]:.2e}, norm-1 = {o[1]:.1e}, n0 = {o[2]:.5f}")
    assert abs(o[1]) < 1e-5
print(f" 9 per state, Sdot -> dS/dt/2: |dPsi|^2 = {bad[0]:.3f}, norm-1 = {bad[1]:.1e}")
assert out[5][0] < out[3][0] < out[1][0] and out[5][0] < 1e-2
assert abs(out[5][2] - pop0(psix)) < 1e-2 and abs(bad[1]) < 1e-5 and bad[0] > max(0.05, 3*out[3][0])

# ---- LiH: frozen-core full CI / 6-31++G, two lowest singlet Sigma+ states ----
mLi, mH = elements.MASSES[3], elements.MASSES[1]; mu = mLi*mH/(mLi+mH)*m_u/m_e
def overlap(s1, s2):
    s = s1['mo'].T @ gto.intor_cross('int1e_ovlp', s1['mol'], s2['mol']) @ s2['mo']
    D = s[0, 0]*s[1:, 1:] - np.outer(s[1:, 0], s[0, 1:])   # 2x2 minors, core plus one orbital
    return arr([[np.sum(A_*(D @ B_ @ D.T)) for B_ in s2['C']] for A_ in s1['C']])
def states(r, ref=None):
    mol = gto.M(atom=[['Li', (0, 0, -r*mH/(mLi+mH))], ['H', (0, 0, r*mLi/(mLi+mH))]],
                unit='Bohr', basis='6-31++g', verbose=0)
    mf = scf.RHF(mol); mf.conv_tol = 1e-11; mf.conv_tol_grad = 1e-7; mf.max_cycle = 200
    mf.kernel(dm0=None if ref is None else ref['dm']); assert mf.converged
    F, So = mf.get_fock(), mf.get_ovlp(); lab = [l[3] for l in mol.ao_labels(fmt=False)]
    mo = np.zeros((mol.nao, mol.nao)); sym = []
    for t, names in enumerate((('', 'z'), ('x',), ('y',))):
        ix = [i for i, l in enumerate(lab) if l.strip() in names]
        mo[np.ix_(ix, range(len(sym), len(sym)+len(ix)))] = eigh(F[np.ix_(ix, ix)], So[np.ix_(ix, ix)])[1]
        sym += [t]*len(ix)
    assert len(sym) == mol.nao
    h = mo.T @ mf.get_hcore() @ mo; e = mol.intor('int2e')
    for _ in range(4): e = np.tensordot(e, mo, axes=(0, 0))
    he = (h + 2*e[:, :, 0, 0] - e[:, 0, 0, :])[1:, 1:]; n = mol.nao - 1; I = np.eye(n)
    H2 = np.kron(he, I) + np.kron(I, he) + e[1:, 1:, 1:, 1:].transpose(0, 2, 1, 3).reshape(n*n, n*n)
    B = []
    for p in range(n):
        for q in range(p+1):
            if sym[p+1] == sym[q+1]:
                M = np.zeros((n, n)); M[p, q] = M[q, p] = 1; B.append(M.ravel()/np.linalg.norm(M))
    B = arr(B).T; E, vec = eigh(B.T @ H2 @ B)
    o = dict(mol=mol, mf=mf, mo=mo, dm=mf.make_rdm1(), C=(B @ vec[:, :2]).T.reshape(2, n, n),
             E=E[:2] + mol.energy_nuc() + 2*h[0, 0] + e[0, 0, 0, 0])
    if ref is not None:
        dg = np.diag(overlap(ref, o)); assert abs(dg).min() > 0.6
        o['C'] = o['C']*np.sign(dg)[:, None, None]
    return o
def pair(r, h, ref):
    lo = states(r-h/2, ref); hi = states(r+h/2, lo); O = overlap(lo, hi)
    return lo, hi, (O[0, 1] - O[1, 0])/(2*h)
Ra, Rz, R0, nn, hh = 4.4, 7.6, 6.0, 14, 0.01
nodes = np.sort(R0 + 1.6*np.cos(np.pi*(np.arange(nn)+0.5)/nn))
ref = None; rr, EE, dd = [], [], []
for r in nodes:
    lo, ref, dv = pair(r, hh, ref); rr += [r-hh/2, r+hh/2]; EE += [lo['E'], ref['E']]; dd.append(dv)
    if r < R0: near = ref
s0 = states(R0, near); d0 = pair(R0, hh, near)[2]; d0b = pair(R0, 2*hh, near)[2]
sgn = np.sign(d0); d0, d0b, dd = sgn*d0, sgn*d0b, sgn*arr(dd)   # phase choice d(R0) > 0
mc = mcscf.CASCI(s0['mf'], s0['mol'].nao-1, 2); mc.fcisolver = fci.direct_spin1.FCI(s0['mol'])
mc.fcisolver.nroots = 10; mc.canonicalization = False; mc.verbose = 0
roots = np.asarray(mc.kernel(s0['mo'])[0])
assert all(abs(roots - e_).min() < 1e-7 for e_ in s0['E'])
EX = Chebyshev.fit(rr, arr(EE)[:, 0] - s0['E'][0], nn-1, domain=[Ra, Rz])
EA = Chebyshev.fit(rr, arr(EE)[:, 1] - s0['E'][0], nn-1, domain=[Ra, Rz])
dC = Chebyshev.fit(nodes, dd, nn-1, domain=[Ra, Rz]); gap = s0['E'][1] - s0['E'][0]
assert abs(EX(R0)) < 2e-5 and abs(EA(R0) - gap) < 2e-5 and abs(dC(R0) - d0) < 1e-3 and abs(d0 - d0b) < 2e-4
al = 5.0; A = 2*al; y = np.linspace(Ra, Rz, 801); dy = y[1] - y[0]; a2 = arr([al, al]); g2 = np.zeros(2)
series = lambda f, zz: f(zz) + sum(f.deriv(2*n)(zz)/(factorial(n)*(4*A)**n) for n in range(1, 7))
second = lambda f, dl: f(R0) + 1j*dl*f.deriv()(R0) + 0.5*f.deriv(2)(R0)*(1/(2*A) - dl**2)
print(f"LiH: masses {mLi:.3f}, {mH:.3f} u, mu = {mu:.1f} m_e, alpha = {al} bohr^-2, Rb = {R0} bohr")
print(f"E_X = {s0['E'][0]:.6f}, E_A = {s0['E'][1]:.6f} Eh, gap = {gap:.6f} Eh = {gap*EV:.3f} eV")
print(f"E_X' = {EX.deriv()(R0):.6f} Eh/bohr, E_X'' = {EX.deriv(2)(R0):.6f} Eh/bohr^2")
print(f"d direct = {d0:.5f}, interpolated = {dC(R0):.5f} bohr^-1")
print(f"d' = {dC.deriv()(R0):.5f} bohr^-2, d'' = {dC.deriv(2)(R0):.5f} bohr^-3")
print(f"diagonal term d^2/2mu = {d0**2/(2*mu):.3e} Eh")
R2, P2 = arr([5.9, 6.1]), arr([14.0, 11.0])
S0, eta, Rb, Rs, T = [m_[0, 1] for m_ in closed(R2, P2, g2, a2)]
ch = gauss(y, R2, P2, g2, a2)[0]; Vq = np.sum(ch[0].conj()*EX(y)*ch[1])*dy/S0; dl = Rs.imag
assert abs(Vq - series(EX, Rs)) < 1e-8 and abs(Vq - second(EX, dl)) < 0.3*abs(Vq - EX(R0))
print(f"(i) R_k, R_l = {R2[0]}, {R2[1]} bohr; P_k, P_l = {P2[0]}, {P2[1]} au")
print(f"S = {cf(S0, '.5f')}, |S| = {abs(S0):.5f}, delta = {dl:.4f} bohr")
print(f"eta = {cf(eta, '.3f')} bohr^-1, T/S = {cf(T/S0/mu)} Eh")
print(f"V/S - E_X(Rb), quadrature     = {cf(Vq - EX(R0))} Eh")
print(f"V/S - E_X(Rb), complex saddle = {cf(EX(Rs) - EX(R0))} Eh")
print(f"V/S - E_X(Rb), second order   = {cf(second(EX, dl) - EX(R0))} Eh")
e0, e1 = abs(Vq - EX(R0)), abs(Vq - EX(Rs))
print(f"|error of V/S|: SPA0 {e0:.3e} Eh = {e0*EV*1e3:.1f} meV, saddle {e1:.3e} Eh = {e1*EV*1e3:.1f} meV")
Pl = 8.0; R2, P2 = arr([R0, R0]), arr([np.sqrt(Pl**2 + 2*mu*gap), Pl])
S0, eta, Rb, Rs, T = [m_[0, 1] for m_ in closed(R2, P2, g2, a2)]
ch, dch = gauss(y, R2, P2, g2, a2); dl = Rs.imag; f = -S0*eta/mu
Hq = -np.sum(ch[0].conj()*(dC(y)*dch[1] + 0.5*dC.deriv()(y)*ch[1]))*dy/mu
assert abs(Hq/(f*series(dC, Rs)) - 1) < 1e-6 and abs(Hq - f*second(dC, dl)) < 0.5*abs(Hq - f*dC(R0))
print(f"(ii) parent on A: P_l = {Pl} au, child on X: P_k = {P2[0]:.4f} au, both at Rb")
print(f"S = {S0.real:.5f}, delta = {dl:.4f} bohr, eta = {cf(eta, '.4f')} bohr^-1")
for name, val in (('quadrature', Hq), ('SPA0', f*dC(R0)), ('complex saddle', f*dC(Rs)),
                  ('second order', f*second(dC, dl)), ("SPA0 plus d'/2", f*dC(R0) - S0*dC.deriv()(R0)/(2*mu))):
    print(f"H_XA {name:14s} = {cf(val)} Eh, rel. error {abs(val/Hq - 1):.4f}")
print(f"|H_XA| quadrature = {abs(Hq)*EV*1e3:.2f} meV, SPA0 = {abs(f*dC(R0))*EV*1e3:.2f} meV")
print("all assertions hold")
```

Running it gives:

```
model: M = 1, kappa = 0.4, c = 0.4 (au)
snapshot residual norm before, after spawning = 0.4387, 0.4375 au
snapshot dn0/dt formula, grid = 0.160797, 0.160797 au; dE/dt = -0.12637 au
snapshot d(norm)/dt SPA0, SPA0 plus d'/2 = 2.3e-09, -0.00204 au
error order in 1/A: SPA0 0.501, complex saddle 1.000, SPA0 equal P 1.000
dynamics: x0 = -2.0, p0 = 2.0, alpha = 0.5, lattice spacing 1.8, t = 1.5 au
exact lower-state population = 0.69213
 1 per state: |dPsi|^2 = 1.61e-01, norm-1 = -1.8e-14, n0 = 0.58146
 9 per state: |dPsi|^2 = 3.54e-04, norm-1 = -1.7e-11, n0 = 0.69182
25 per state: |dPsi|^2 = 9.73e-09, norm-1 = -3.8e-11, n0 = 0.69213
 9 per state, Sdot -> dS/dt/2: |dPsi|^2 = 1.889, norm-1 = -6.2e-10
LiH: masses 6.940, 1.008 u, mu = 1604.4 m_e, alpha = 5.0 bohr^-2, Rb = 6.0 bohr
E_X = -7.946831, E_A = -7.893223 Eh, gap = 0.053608 Eh = 1.459 eV
E_X' = 0.014039 Eh/bohr, E_X'' = -0.008560 Eh/bohr^2
d direct = 0.17701, interpolated = 0.17701 bohr^-1
d' = 0.03880 bohr^-2, d'' = -0.09188 bohr^-3
diagonal term d^2/2mu = 9.764e-06 Eh
(i) R_k, R_l = 5.9, 6.1 bohr; P_k, P_l = 14.0, 11.0 au
S = -0.57885 -0.43241i, |S| = 0.72253, delta = -0.1500 bohr
eta = 1.000 +12.500i bohr^-1, T/S = 4.99397e-02 -7.79090e-03i Eh
V/S - E_X(Rb), quadrature     = -1.17383e-04 -2.10738e-03i Eh
V/S - E_X(Rb), complex saddle = 9.64189e-05 -2.10558e-03i Eh
V/S - E_X(Rb), second order   = -1.17694e-04 -2.10587e-03i Eh
|error of V/S|: SPA0 2.111e-03 Eh = 57.4 meV, saddle 2.138e-04 Eh = 5.8 meV
(ii) parent on A: P_l = 8.0 au, child on X: P_k = 15.3629 au, both at Rb
S = 0.25786, delta = -0.3681 bohr, eta = 0.0000 +11.6815i bohr^-1
H_XA quadrature     = -2.66563e-05 -3.39469e-04i Eh, rel. error 0.0000
H_XA SPA0           = 0.00000e+00 -3.32323e-04i Eh, rel. error 0.0810
H_XA complex saddle = -2.80868e-05 -3.44314e-04i Eh, rel. error 0.0148
H_XA second order   = -2.68145e-05 -3.39701e-04i Eh, rel. error 0.0008
H_XA SPA0 plus d'/2 = -3.11760e-06 -3.32323e-04i Eh, rel. error 0.0722
|H_XA| quadrature = 9.27 meV, SPA0 = 9.04 meV
all assertions hold
```
